# Hartree-Fock energy and first-order wavefunction in Møller-Plesset theory: a numerical check

```python
# Result under test: for a spin-orbital-stationary Hartree-Fock determinant Phi0,
# with H0 = F (the N-electron Fock operator) and V = H - F,
#   E(0) + E(1) = E_HF, and Psi(1) contains double excitations only:
#   t_ij^ab = <ab||ij> / (e_i + e_j - e_a - e_b).
# i,j: occupied; a,b: virtual; e: orbital energies; f: Fock matrix.
# Psi(n), E(n): nth-order wavefunction and energy, with <Phi0|Psi(1)> = 0.
# Example: Ge atom, triplet, LANL2DZ basis and effective core potential.
# Matrices are built from creation/annihilation strings in the full valence space.
from itertools import combinations
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto, scf, mp

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
mol = gto.M(atom="Ge 0 0 0", basis="lanl2dz", ecp="lanl2dz",
            spin=2, verbose=0)
n_orb = mol.nao
n_a, n_b = mol.nelec
h_ao = scf.hf.get_hcore(mol)
eri_ao = mol.intor("int2e")


def converge(mean_field):
    mean_field.conv_tol = 1e-13
    mean_field.conv_tol_grad = 1e-8
    mean_field.max_cycle = 200
    mean_field.kernel()
    assert mean_field.converged
    return mean_field


def replacement_operators(n_electrons):
    """Matrices of creation(p) annihilation(q) in one spin's string space."""
    strings = list(combinations(range(n_orb), n_electrons))
    position = {s: k for k, s in enumerate(strings)}
    ops = np.zeros((n_orb, n_orb, len(strings), len(strings)))
    for col, string in enumerate(strings):
        for place, q in enumerate(string):
            rest = string[:place] + string[place + 1:]
            for p in range(n_orb):
                if p not in rest:
                    passed = sum(r < p for r in rest)
                    row = position[tuple(sorted(rest + (p,)))]
                    ops[p, q, row, col] = (-1) ** (place + passed)
    rank = np.array([sum(p >= n_electrons for p in s) for s in strings])
    return ops, rank


ops_a, rank_a = replacement_operators(n_a)
ops_b, rank_b = replacement_operators(n_b)
dim_a, dim_b = len(rank_a), len(rank_b)
rank = (rank_a[:, None] + rank_b[None, :]).ravel()
ref_a, ref_b = np.eye(dim_a)[0], np.eye(dim_b)[0]


def one_body(matrix_a, matrix_b):
    part_a = np.tensordot(matrix_a, ops_a, axes=([0, 1], [0, 1]))
    part_b = np.tensordot(matrix_b, ops_b, axes=([0, 1], [0, 1]))
    return np.kron(part_a, np.eye(dim_b)) + np.kron(np.eye(dim_a), part_b)


def transform(c1, c2):
    return np.einsum("pqrs,pi,qj,rk,sl->ijkl", eri_ao, c1, c1, c2, c2,
                     optimize=True)


def same_spin_hamiltonian(h, eri, ops):
    h_eff = h - 0.5 * np.einsum("prrq->pq", eri)
    one = np.tensordot(h_eff, ops, axes=([0, 1], [0, 1]))
    contracted = np.tensordot(eri, ops, axes=([2, 3], [0, 1]))
    return one + 0.5 * np.matmul(ops, contracted).sum(axis=(0, 1))


def hamiltonian(c_a, c_b):
    h_a, h_b = c_a.T @ h_ao @ c_a, c_b.T @ h_ao @ c_b
    g_aa, g_bb, g_ab = transform(c_a, c_a), transform(c_b, c_b), transform(c_a, c_b)
    full = np.kron(same_spin_hamiltonian(h_a, g_aa, ops_a), np.eye(dim_b))
    full += np.kron(np.eye(dim_a), same_spin_hamiltonian(h_b, g_bb, ops_b))
    mixed = np.tensordot(g_ab, ops_b, axes=([2, 3], [0, 1]))
    full += np.einsum("pqij,pqkl->ikjl", ops_a, mixed,
                      optimize=True).reshape(full.shape)
    return full, h_a, h_b, g_aa, g_bb, g_ab


def fock_matrices(c_a, c_b):
    d_a = c_a[:, :n_a] @ c_a[:, :n_a].T
    d_b = c_b[:, :n_b] @ c_b[:, :n_b].T
    coulomb = np.einsum("pqrs,rs->pq", eri_ao, d_a + d_b)
    k_a = np.einsum("prqs,rs->pq", eri_ao, d_a)
    k_b = np.einsum("prqs,rs->pq", eri_ao, d_b)
    return (c_a.T @ (h_ao + coulomb - k_a) @ c_a,
            c_b.T @ (h_ao + coulomb - k_b) @ c_b)


def solve_excited(h0, e0, source):
    """Solve (H0-E0) x = -source with no component on the reference."""
    x = np.zeros(len(source))
    x[1:] = np.linalg.solve(h0[1:, 1:] - e0 * np.eye(len(source) - 1),
                            -source[1:])
    return x


def rank_norms(vector):
    return [np.linalg.norm(vector[rank == r]) for r in range(1, 5)]


def occupied_first(c, occupied):
    return np.hstack([c[:, occupied], c[:, ~occupied]])


# Unrestricted Hartree-Fock reference.
uhf = converge(scf.UHF(mol))
c_a = occupied_first(uhf.mo_coeff[0], uhf.mo_occ[0] > 0.5)
c_b = occupied_first(uhf.mo_coeff[1], uhf.mo_occ[1] > 0.5)
H, h_a, h_b, g_aa, g_bb, g_ab = hamiltonian(c_a, c_b)
f_a, f_b = fock_matrices(c_a, c_b)
e_a, e_b = np.diag(f_a), np.diag(f_b)
F = one_body(f_a, f_b)
V = H - F
E0, E1 = F[0, 0], V[0, 0]

# Energy formulas against matrices and the independent SCF energy.
oa, ob = slice(0, n_a), slice(0, n_b)
one_electron = np.trace(h_a[oa, oa]) + np.trace(h_b[ob, ob])
W = 0.5 * (np.einsum("iijj->", g_aa[oa, oa, oa, oa])
           - np.einsum("ijji->", g_aa[oa, oa, oa, oa])
           + np.einsum("iijj->", g_bb[ob, ob, ob, ob])
           - np.einsum("ijji->", g_bb[ob, ob, ob, ob]))
W += np.einsum("iijj->", g_ab[oa, oa, ob, ob])
orbital_sum = e_a[:n_a].sum() + e_b[:n_b].sum()
assert abs(E0 - orbital_sum) < 1e-9
assert abs(E0 - (one_electron + 2 * W)) < 1e-9
assert abs(E1 + W) < 1e-9
assert abs(orbital_sum - W - uhf.e_tot) < 1e-9

# Brillouin's theorem and the limit set by two-electron interactions.
couplings = [np.max(np.abs(H[rank == r, 0])) for r in range(1, 5)]
assert couplings[0] < 1e-7 and couplings[1] > 1e-3
assert max(couplings[2:]) < 1e-10
assert np.linalg.norm(F[1:, 0]) < 1e-7

# First-order equation in all excitation ranks, without assuming doubles.
psi1 = solve_excited(F, E0, V[:, 0])
E2 = V[0] @ psi1

# Doubles formula, with phases supplied by the excitation operators.
psi1_formula = np.zeros(len(rank))
E2_same, E2_opposite = 0.0, 0.0
largest = (0.0,)
for i, j in combinations(range(n_a), 2):
    for a, b in combinations(range(n_a, n_orb), 2):
        integral = g_aa[a, i, b, j] - g_aa[a, j, b, i]
        denominator = e_a[i] + e_a[j] - e_a[a] - e_a[b]
        t = integral / denominator
        determinant = ops_a[a, i] @ (ops_a[b, j] @ ref_a)
        psi1_formula += t * np.kron(determinant, ref_b)
        E2_same += integral * t
assert n_b == 1  # no beta-beta pairs in this example
for i in range(n_a):
    for j in range(n_b):
        for a in range(n_a, n_orb):
            for b in range(n_b, n_orb):
                integral = g_ab[a, i, b, j]
                denominator = e_a[i] + e_b[j] - e_a[a] - e_b[b]
                t = integral / denominator
                psi1_formula += t * np.kron(ops_a[a, i] @ ref_a,
                                            ops_b[b, j] @ ref_b)
                E2_opposite += integral * t
                if abs(t) > largest[0]:
                    largest = (abs(t), abs(integral), denominator,
                               e_a[i], e_b[j], e_a[a], e_b[b])
assert np.linalg.norm(psi1 - psi1_formula) < 1e-7
assert abs(E2 - E2_same - E2_opposite) < 1e-9
assert abs(E2 - mp.UMP2(uhf).kernel()[0]) < 1e-8

# Derivatives of the lowest eigenpair of F + lambda V at lambda = 0.
step = 1e-3


def lowest_state(strength):
    values, vectors = np.linalg.eigh(F + strength * V)
    return values[0], vectors[:, 0] / vectors[0, 0]


energy_plus, state_plus = lowest_state(step)
energy_minus, state_minus = lowest_state(-step)
energy_zero, state_zero = lowest_state(0.0)
E1_derivative = (energy_plus - energy_minus) / (2 * step)
E2_derivative = (energy_plus + energy_minus - 2 * energy_zero) / (2 * step**2)
psi1_derivative = (state_plus - state_minus) / (2 * step)
psi2_derivative = (state_plus + state_minus - 2 * state_zero) / (2 * step**2)
assert abs(energy_zero - E0) < 1e-9
assert abs(E1_derivative - E1) < 1e-6
assert abs(E2_derivative - E2) < 1e-6
assert np.linalg.norm(psi1_derivative - psi1) < 1e-5

# Other ranks enter only in the next order.
psi2 = solve_excited(F, E0, V @ psi1 - E1 * psi1)
assert np.linalg.norm(psi2_derivative - psi2) < 1e-5
norms1, norms2 = rank_norms(psi1), rank_norms(psi2)
assert norms1[0] < 1e-7 and max(norms1[2:]) < 1e-9
assert min(norms2) > 1e-6
full_ci = np.linalg.eigvalsh(H)
assert np.ptp(full_ci[:3]) < 1e-8  # rotational threefold degeneracy

# Restricted open-shell determinant: singles need not vanish.
rohf = converge(scf.ROHF(mol))
r_a = occupied_first(rohf.mo_coeff, rohf.mo_occ > 0.5)
r_b = occupied_first(rohf.mo_coeff, rohf.mo_occ > 1.5)


def diagonalize_blocks(c, f, n_occ):
    _, u_occ = np.linalg.eigh(f[:n_occ, :n_occ])
    _, u_vir = np.linalg.eigh(f[n_occ:, n_occ:])
    return np.hstack([c[:, :n_occ] @ u_occ, c[:, n_occ:] @ u_vir])


rf_a, rf_b = fock_matrices(r_a, r_b)
r_a = diagonalize_blocks(r_a, rf_a, n_a)
r_b = diagonalize_blocks(r_b, rf_b, n_b)
rf_a, rf_b = fock_matrices(r_a, r_b)
H_r = hamiltonian(r_a, r_b)[0]
F_r = one_body(rf_a, rf_b)
H0_r = one_body(np.diag(np.diag(rf_a)), np.diag(np.diag(rf_b)))
V_r = H_r - H0_r
psi1_r = solve_excited(H0_r, H0_r[0, 0], V_r[:, 0])
singles_formula = np.zeros(len(rank))
singles_source = np.zeros(len(rank))
E2_singles = 0.0
for f, n_occ, spin in ((rf_a, n_a, "a"), (rf_b, n_b, "b")):
    for i in range(n_occ):
        for a in range(n_occ, n_orb):
            if spin == "a":
                determinant = np.kron(ops_a[a, i] @ ref_a, ref_b)
            else:
                determinant = np.kron(ref_a, ops_b[a, i] @ ref_b)
            coefficient = f[a, i] / (f[i, i] - f[a, a])
            singles_formula += coefficient * determinant
            singles_source += f[a, i] * determinant
            E2_singles += f[a, i] * coefficient
single = rank == 1
assert np.linalg.norm(H_r[single, 0] - singles_source[single]) < 1e-9
assert np.linalg.norm((H_r - F_r)[single, 0]) < 1e-9
assert np.linalg.norm(F_r[single, 0]) > 1e-4
assert np.linalg.norm(psi1_r[single] - singles_formula[single]) < 1e-7
assert abs(V_r[0, single] @ psi1_r[single] - E2_singles) < 1e-9
assert abs(H0_r[0, 0] + V_r[0, 0] - rohf.e_tot) < 1e-9


def show(label, value, unit="hartree", digits=8):
    print(f"{label}: {value:.{digits}f} {unit}")


print("Ge atom, triplet UHF, LANL2DZ basis and core potential")
print(f"Core electrons replaced: {mol.atom_nelec_core(0)} (count)")
print(f"Alpha, beta valence electrons: {n_a}, {n_b} (count)")
print(f"Spatial orbitals: {n_orb} (count)")
print(f"Determinants: {len(rank)} (count)")
counts = [int(np.sum(rank == r)) for r in range(1, 5)]
print("S, D, T, Q determinants:", *counts, "(count)")
print("Occupied alpha energies:", *[f"{x:.6f}" for x in e_a[:n_a]], "hartree")
print("Occupied beta energy:", f"{e_b[0]:.6f}", "hartree")
show("One-electron energy", one_electron)
show("Pair repulsion W", W)
show("E(0)", E0)
show("E(1)", E1)
show("E(0)+E(1)", E0 + E1)
show("UHF energy from SCF", uhf.e_tot)
show("UHF energy", uhf.e_tot * HARTREE_EV, "eV", 5)
show("E(1) from eigenvalue derivative", E1_derivative)
for name, value in zip("SDTQ", couplings):
    print(f"Largest |<{name}|H|Phi0>|: {value:.3e} hartree")
for name, value in zip("SDTQ", norms1):
    print(f"Norm of {name} part of Psi(1): {value:.3e} (dimensionless)")
for name, value in zip("SDTQ", norms2):
    print(f"Norm of {name} part of Psi(2): {value:.3e} (dimensionless)")
print("Largest opposite-spin double:")
show("  Absolute amplitude", largest[0], "(dimensionless)", 6)
show("  Absolute integral", largest[1], digits=6)
show("  Energy denominator", largest[2], digits=6)
print("  e_i, e_j, e_a, e_b:", *[f"{x:.6f}" for x in largest[3:]], "hartree")
show("E(2), same spin", E2_same)
show("E(2), opposite spin", E2_opposite)
show("E(2), total", E2)
show("E(2), total", E2 * HARTREE_EV, "eV", 5)
show("E(2) from eigenvalue derivative", E2_derivative)
show("UHF+E(2) energy", uhf.e_tot + E2)
show("Full valence CI energy in this basis", full_ci[0])
show("Full valence CI minus UHF", full_ci[0] - uhf.e_tot)
print("Restricted open-shell comparison:")
show("  ROHF energy", rohf.e_tot)
show("  E(0)+E(1)", H0_r[0, 0] + V_r[0, 0])
show("  Largest |f_ai|", np.max(np.abs(H_r[single, 0])))
show("  Norm of S part of Psi(1)", np.linalg.norm(psi1_r[single]),
     "(dimensionless)")
show("  Singles contribution to E(2)", E2_singles)
print("success")
```

Printed output:

```
Ge atom, triplet UHF, LANL2DZ basis and core potential
Core electrons replaced: 28 (count)
Alpha, beta valence electrons: 3, 1 (count)
Spatial orbitals: 8 (count)
Determinants: 448 (count)
S, D, T, Q determinants: 22 135 220 70 (count)
Occupied alpha energies: -0.620906 -0.284413 -0.284413 hartree
Occupied beta energy: -0.466677 hartree
One-electron energy: -5.53987582 hartree
Pair repulsion W: 1.94173279 hartree
E(0): -1.65641025 hartree
E(1): -1.94173279 hartree
E(0)+E(1): -3.59814303 hartree
UHF energy from SCF: -3.59814303 hartree
UHF energy: -97.91046 eV
E(1) from eigenvalue derivative: -1.94173279 hartree
Largest |<S|H|Phi0>|: 2.175e-10 hartree
Largest |<D|H|Phi0>|: 6.525e-02 hartree
Largest |<T|H|Phi0>|: 0.000e+00 hartree
Largest |<Q|H|Phi0>|: 0.000e+00 hartree
Norm of S part of Psi(1): 9.060e-12 (dimensionless)
Norm of D part of Psi(1): 8.705e-02 (dimensionless)
Norm of T part of Psi(1): 1.224e-11 (dimensionless)
Norm of Q part of Psi(1): 1.378e-21 (dimensionless)
Norm of S part of Psi(2): 5.351e-03 (dimensionless)
Norm of D part of Psi(2): 3.588e-02 (dimensionless)
Norm of T part of Psi(2): 2.090e-03 (dimensionless)
Norm of Q part of Psi(2): 1.551e-03 (dimensionless)
Largest opposite-spin double:
  Absolute amplitude: 0.058900 (dimensionless)
  Absolute integral: 0.065253 hartree
  Energy denominator: -1.107856 hartree
  e_i, e_j, e_a, e_b: -0.620906 -0.466677 -0.008174 0.028447 hartree
E(2), same spin: -0.00061244 hartree
E(2), opposite spin: -0.01010620 hartree
E(2), total: -0.01071864 hartree
E(2), total: -0.29167 eV
E(2) from eigenvalue derivative: -0.01071864 hartree
UHF+E(2) energy: -3.60886167 hartree
Full valence CI energy in this basis: -3.61572443 hartree
Full valence CI minus UHF: -0.01758140 hartree
Restricted open-shell comparison:
  ROHF energy: -3.59814163 hartree
  E(0)+E(1): -3.59814163 hartree
  Largest |f_ai|: 0.00337902 hartree
  Norm of S part of Psi(1): 0.00028485 (dimensionless)
  Singles contribution to E(2): -0.00000136 hartree
success
```
